# Temperature-independent growth per cycle does not prove self-limiting deposition

## Question

I am qualifying a metal alkylamide precursor with water for atomic layer deposition of an oxide. With a fixed 1 s precursor pulse, I measure about 0.10 nm per cycle from 500 K to a little above 600 K, flat within a few per cent. I was going to call this range the self-limiting window and run at its hot end.

A colleague objects that the precursor may already be decomposing there. But decomposition is thermally activated, so surely it would make the growth per cycle rise with temperature. Can a flat curve really hide it? If so, how much can it hide, and what measurement would settle the matter?

## Answer

Yes, it can. Self-limitation is a statement about how growth depends on exposure at a fixed temperature. Your scan varies temperature at a fixed exposure. Decomposition does add growth that rises with temperature, but the self-limited part can fall at the same time, because a hotter surface keeps fewer reactive sites. The scan records their sum.

### A model with both processes

Take a cycle consisting of a water dose, a purge of length $t_p$, a precursor pulse of length $t$, and a second purge. I assume that the water dose restores all reactive hydroxyl sites. During the first purge, sites are lost at the rate

$$k_d=\nu e^{-\varepsilon\beta},\qquad \beta=\frac{1}{kT},$$

where $\varepsilon$ is the energy of site loss and $\nu$ its prefactor. If $n$ is the occupied fraction of sites, $dn/dt'=-k_d n$ with $n(0)=1$, where $t'$ is time within the step. At the end of the purge,

$$n=e^{-K},\qquad K=k_dt_p=\nu t_p e^{-\varepsilon\beta}.$$

The precursor takes up the surviving sites at rate $k_a$ per site. The free fraction in the pulse is therefore $e^{-K}e^{-k_at'}$, and the reacted fraction after time $t$ is $e^{-K}(1-e^{-k_at})$. Let $g$ be the growth per cycle if every site reacts.

Add a decomposition channel that deposits thickness at a rate $R(T)\propto e^{-E\beta}$ throughout the pulse and needs no hydroxyl. Here $E$ is the apparent activation energy at fixed precursor pressure. Then

$$G(T,t)=g e^{-K}(1-e^{-k_at})+R(T)t.$$

For a saturated pulse, $k_at\gg1$, this becomes

$$G(T,t)=C(T)+R(T)t,\qquad C=g e^{-K}. \tag{1}$$

The first term is self-limiting; the second is not. I neglect desorption of chemisorbed precursor and site loss during the pulse itself.

### Making the two trends cancel

Let the scan use the pulse length $t_0$. It is easier to differentiate with respect to $\beta$, which falls as temperature rises. Since $dK/d\beta=-\varepsilon K$,

$$\frac{dC}{d\beta}=-g e^{-K}\frac{dK}{d\beta}=g\varepsilon K e^{-K},\qquad
\frac{dR}{d\beta}=-ER.$$

The slope of $G$ vanishes when

$$g\varepsilon K e^{-K}=E R t_0. \tag{2}$$

This gives a stationary point, but perhaps only a narrow one. For a broader plateau, the curvature should vanish too. Using

$$\frac{d}{d\beta}(Ke^{-K})=(1-K)e^{-K}\frac{dK}{d\beta}=-\varepsilon K(1-K)e^{-K},$$

we find

$$\frac{d^2G}{d\beta^2}=-g\varepsilon^2K(1-K)e^{-K}+E^2Rt_0=0.$$

Replace $ERt_0$ in the last term by $g\varepsilon Ke^{-K}$ from equation (2), and divide by the common factor $g\varepsilon Ke^{-K}$. What remains is $-\varepsilon(1-K)+E=0$. With $r=E/\varepsilon$,

$$K=1-r. \tag{3}$$

Since $K$ is positive, this requires $E<\varepsilon$: for slope and curvature to vanish together, decomposition must have the lower apparent energy. A curve that is flat only within a few per cent does not need this condition. Inserting the definition of $K$ and taking the logarithm gives the flat-point temperature

$$T_0=\frac{\varepsilon}{k\ln[\nu t_p/(1-r)]}.$$

The hidden decomposition follows from (2), which says $Rt_0=(K/r)C$. At $K=1-r$, the total is

$$G_0=C\left(1+\frac{1-r}{r}\right)=\frac{C}{r}=\frac{g}{r}e^{-(1-r)},$$

and the decomposed share is

$$\phi=\frac{Rt_0}{G_0}=\frac{(1-r)C/r}{C/r}=1-r. \tag{4}$$

So if $E$ is three quarters of $\varepsilon$, one quarter of the film at the flat point comes from decomposition.

### How flat is it?

With the first two derivatives zero, the third decides. Differentiating once more,

$$\frac{d^3G}{d\beta^3}=g\varepsilon^3Ke^{-K}(1-3K+K^2)-E^3Rt_0.$$

Call the common value of the two sides of (2) $A$. At the flat point $E=\varepsilon(1-K)$, so

$$\frac{d^3G}{d\beta^3}=A\varepsilon^2\left[(1-3K+K^2)-(1-K)^2\right]=-A\varepsilon^2K.$$

Here $A=ERt_0=r\varepsilon(1-r)G_0$ and $K=1-r$. Hence, to leading order,

$$\frac{G}{G_0}-1\simeq-\frac{r(1-r)^2}{6}\left[\varepsilon(\beta-\beta_0)\right]^3,$$

where $\beta_0=1/kT_0$. On heating, $\beta-\beta_0$ is negative, so the growth rises slowly at first.

The behaviour far from $T_0$ matters as well. The sign of $dG/d\beta$ is the sign of $\ln(g\varepsilon Ke^{-K})-\ln(ERt_0)$. Because $K\propto e^{-\varepsilon\beta}$, we have $R\propto K^r$, and the difference of logarithms is

$$f(K)=(1-r)\ln K-K+\text{constant}.$$

Its derivative, $(1-r)/K-1$, vanishes at $K=1-r$, and its second derivative is negative. This point is therefore the maximum of $f$, and equation (2) makes $f$ zero there. Elsewhere $f<0$, so $G$ falls with $\beta$ and rises with temperature. There is no dip to warn you. On cooling, $K$ and $R$ go to zero and $G$ approaches

$$g=G_0\,r e^{1-r}.$$

For $r=0.75$ this is $0.963\,G_0$. The genuine self-limiting plateau at low temperature runs smoothly into the false one.

### Numbers

I choose $g=0.100$ nm per cycle, $\varepsilon=1.740$ eV, $E=1.305$ eV, $\nu=10^{13}$ s$^{-1}$, $t_p=10$ s and $t_0=1$ s. Then $r=0.75$, $K=0.25$, and

$$kT_0=\frac{1.740\ \text{eV}}{\ln(10^{14}/0.25)}=\frac{1.740\ \text{eV}}{33.62}=0.05175\ \text{eV},$$

which is $T_0=600.5$ K, or 327 °C. The surviving site fraction is $e^{-0.25}=0.779$. Thus

$$C=0.0779\ \text{nm},\qquad G_0=\frac{0.0779}{0.75}=0.1038\ \text{nm},$$

$$R(T_0)=\frac{0.25\times0.1038\ \text{nm}}{1\ \text{s}}=0.0260\ \text{nm/s}.$$

The decomposition prefactor has been set so that the cancellation occurs at 1 s; it is not a prediction.

The full expression stays within 2 % of $G_0$ from 556 to 620 K. The cubic term alone would give about 577 to 626 K, so it is only a guide at this tolerance. With a 5 % tolerance, every lower temperature is included, and the apparent window closes only at 625 K. That statement assumes saturated pulses; at low temperature, slow uptake or condensation could spoil a real plateau.

### Change the pulse length

Equation (1) gives a test that does not depend on my choice of $C(T)$. If the temperature slope vanishes at pulse length $t_0$, then $dC/dT=-t_0\,dR/dT$ at $T_0$. For another saturated pulse,

$$\left.\frac{\partial G}{\partial T}\right|_{T_0}=\frac{dC}{dT}+t\frac{dR}{dT}=(t-t_0)\frac{dR}{dT}. \tag{5}$$

Since $dR/dT$ is positive, the slope can vanish at $T_0$ for only one saturated pulse length. Shorter pulses reveal the loss of sites; longer ones reveal the decomposition. In the example,

$$\frac{dR}{dT}=\frac{RE}{kT_0^2}
=\frac{0.02596\times1.305}{0.05175\times600.5}
=1.09\times10^{-3}\ \text{nm/(s K)}.$$

Equation (5) predicts slopes of $-5.45\times10^{-4}$, zero and $+1.09\times10^{-3}$ nm/K for pulses of 0.5, 1 and 2 s. Integrating the rate equations directly and differencing the growth 1 K either side of $T_0$ gives $-5.45\times10^{-4}$, $1.4\times10^{-7}$ and $1.09\times10^{-3}$ nm/K. The small middle value is the cubic term seen through the finite temperature step.

With the purge and precursor pressure held fixed, the growth per cycle in nm is:

| $T$ (K) | 0.5 s | 1 s | 2 s | 4 s |
|---|---|---|---|---|
| 500 | 0.100 | 0.100 | 0.100 | 0.101 |
| 560 | 0.100 | 0.102 | 0.106 | 0.115 |
| 580 | 0.098 | 0.103 | 0.114 | 0.135 |
| 600.5 | 0.091 | 0.104 | 0.130 | 0.182 |
| 620 | 0.077 | 0.106 | 0.163 | 0.278 |

The 1 s column looks like your scan. Read across the rows instead. Doubling the pulse from $t_0$ to $2t_0$ adds $Rt_0$, so the fractional rise equals the decomposed share at the original pulse:

$$\frac{G(T,2t_0)-G(T,t_0)}{G(T,t_0)}=\frac{Rt_0}{C+Rt_0}.$$

It is 0.16 % at 500 K, 4.1 % at 560 K, 10 % at 580 K, 25 % at 600.5 K and 54 % at 620 K. A pulse test at 500 K therefore says little about 600 K; test at the hottest temperature you intend to use. After 200 cycles at $T_0$, the film would be 20.8 nm thick with 1 s pulses and 26.0 nm with 2 s pulses.

The cancellation does not require a perfectly chosen pulse. If the scan used 1.1 s, equation (5) gives a slope of $1.09\times10^{-4}$ nm/K at $T_0$. Over the 20 K below $T_0$ the growth changes by 0.002 nm, about 2 %, as this slope suggests, and a modest thickness error could conceal that. Above $T_0$ the linear estimate fails: over the next 20 K the growth rises by 0.006 nm, about 5 %. From 500 to 610 K, scans with 0.9, 1.0 and 1.1 s pulses stay within 1.1, 1.9 and 3.7 % of their mid-values.

### Separating decomposition from slow saturation

Two saturated pulse lengths determine both parts:

$$R=\frac{G(t_2)-G(t_1)}{t_2-t_1},\qquad C=G(t_1)-Rt_1.$$

At 600.5 K, pulses of 1 and 2 s give $R=(0.1298-0.1038)/1=0.0260$ nm/s and $C=0.1038-0.0260=0.0778$ nm. Repeating this at several temperatures shows $C$ falling while $R$ rises.

Two points cannot tell steady deposition from a slow approach to saturation, so use at least three equally spaced pulses. For self-limiting uptake with a single rate $k_a$, the increment between $t$ and $t+\Delta t$ is

$$ge^{-K}\left[e^{-k_at}-e^{-k_a(t+\Delta t)}\right]
=ge^{-K}e^{-k_at}(1-e^{-k_a\Delta t}).$$

The next increment is smaller by the factor $e^{-k_a\Delta t}$. With $k_a=1$ s$^{-1}$ and pulses of 1, 2 and 3 s, that factor is 0.368. For the decomposing case above, it is 1.000. If $k_a\Delta t$ is small, the factor is also close to one, so the pulses must extend far enough to show whether the growth levels off.

A rise that stays steady over such a range shows that growth has not saturated within the pulses tested, but it does not identify the cause. Water left in the reactor could also feed growth during a longer precursor pulse. Repeated precursor pulses without water help. In this model, chemisorption stops once the existing sites are used, while decomposition continues at 0.026 nm per 1 s pulse at $T_0$. Growth fed by leftover water should fade as that water is removed, although growth fed by a steady water leak or outgassing would persist. A null result is less conclusive, because real decomposition may need a surface refreshed by water.

The pulse test has a blind spot too. If decomposition stops when the surface is covered, $G$ levels off with pulse length. The growth is then self-limiting in thickness, even though the surface reaction is not the intended ligand exchange.

### How much can a flat curve hide?

The result $\phi=1-r$ belongs to first-order site loss with one energy. A zero slope alone is less restrictive. For any falling $C(T)$, define $\lambda=d\ln C/d\beta$. The slope condition is $\lambda C=ERt_0$, so

$$\phi=\frac{Rt_0}{C+Rt_0}=\frac{\lambda}{\lambda+E}.$$

The faster the chemisorbed part falls, the more decomposition it can mask at a stationary point. Demanding zero curvature as well selects a particular share.

Suppose, for instance, that hydroxyls disappear in pairs, with $dn/dt'=-k_dn^2$. Then $n=1/(1+K)$ and

$$\frac{dn}{d\beta}=\varepsilon n(1-n),\qquad
\frac{d^2n}{d\beta^2}=\varepsilon^2n(1-n)(1-2n).$$

Zero slope requires $g\varepsilon n(1-n)=ERt_0$. Zero curvature then gives $\varepsilon(1-2n)+E=0$, or $n=(1+r)/2$. Therefore

$$\frac{Rt_0}{C}=\frac{1-n}{r}=\frac{1-r}{2r},\qquad
\phi=\frac{1-r}{1+r}.$$

For $r=0.75$, the hidden share drops from 25 % to 14 %.

A spread of site energies matters even more. I kept first-order loss, the mean $\varepsilon$, $E$ and the flat-point temperature fixed, gave $\varepsilon$ a Gaussian spread, and solved both flatness conditions again by adjusting the amount of site loss and the decomposition rate. A standard deviation of 0.05 eV gives a share of 13 %; 0.10 eV gives 2.2 %. These numbers apply to a point with zero slope and zero curvature, not to every curve that looks flat within experimental error. Such a curve can hide much more. With the 0.10 eV spread and the same $E$, the amount of site loss and the decomposition rate can be chosen so that growth stays within 3 % of its mid-value from 500 to 605 K while more than a third of the film at 605 K comes from decomposition.

### How close is this to a real process?

The parameters are meant to lie in the rough regime of hafnium dioxide grown from a metal alkylamide and water: about 0.1 nm per cycle, with decomposition a concern somewhere around 600 K. One unrealistic feature is the single site-loss energy. It makes the surviving fraction fall from 0.78 at 600.5 K to 0.49 at 620 K, whereas real oxide surfaces have several kinds of hydroxyl and lose them more gradually. The spread calculation shows that this can reduce the share at an exactly flat point from 25 % to a few per cent, but it does not set so low a limit for a measured curve that is flat only within a few per cent. Treat 25 % as a constructed example, not an estimate for your precursor.

I have not estimated desorption of chemisorbed precursor, which would need its own rate. The other effects I checked are small here. At 0.05 Torr, with an assumed uptake probability of 0.002, $k_a=27$ s$^{-1}$, so even a 0.5 s pulse leaves only about $10^{-6}$ of the surviving sites unfilled. Site loss during the pulse lowers the growth at $T_0$ by 0.07 %. The decomposition rate corresponds to about $2\times10^{-5}$ deposited metal atoms per precursor impact. For a 30 cm wafer and 500 sccm total flow at 1 Torr, the film uses 1.8 % of the precursor supplied in 1 s. That is an average: at the start of the pulse the uptake would demand about 37 % of the supply rate, so the pressure would sag and saturation would take somewhat longer than $k_a=27$ s$^{-1}$ implies. Walls or deep trenches would add to the demand.

For your process, I would repeat the growth measurement at the hot end with at least three equally spaced pulse lengths, all long enough to saturate the intended reaction, keeping pressure, purges and water dose fixed. If thickness keeps increasing in equal steps, the flat temperature scan has not found a self-limiting window there. The numerical output below gives most of the values used in this answer.

## Values computed for the example and the checks

```
full-coverage growth g: 0.100 nm/cycle
energies: site loss 1.740 eV, decomposition 1.305 eV
site-loss prefactor: 1.0e+13 1/s; purge 10 s
reference pulse: 1.0 s at 0.05 Torr precursor
precursor mass 355 u; uptake probability 0.002
film density: 2.8e+22 metal atoms/cm3
energy ratio r: 0.750; K at flat point: 0.250
flat-point temperature: 600.5 K = 327.4 C
k*T at flat point: 0.05175 eV
site-loss rate at flat point: 0.0250 1/s
surviving site fraction: 0.7788
chemisorbed growth: 0.07788 nm/cycle
decomposition rate: 0.02596 nm/s
growth at flat point: 0.10384 nm/cycle
decomposed share: 25.00 %
low-temperature limit / flat value: 0.9630
cubic coefficient r(1-r)^2/6: 0.00781
within 2 % of flat value: 556.0 to 619.7 K
within 5 %: all lower temperatures up to 625.0 K
growth in nm/cycle for pulses of 0.5, 1, 2, 4 s:
  500.0 K: 0.1001 0.1001 0.1003 0.1006
  560.0 K: 0.0999 0.1020 0.1062 0.1146
  580.0 K: 0.0980 0.1033 0.1139 0.1352
  600.5 K: 0.0909 0.1038 0.1298 0.1817
  620.0 K: 0.0774 0.1060 0.1633 0.2779
parts at 1 s (chemisorbed, decomposed) and rise from 1 to 2 s:
  500.0 K: 0.1000, 0.0002 nm; 0.16 %
  560.0 K: 0.0978, 0.0042 nm; 4.10 %
  580.0 K: 0.0927, 0.0106 nm; 10.29 %
  600.5 K: 0.0779, 0.0260 nm; 25.00 %
  620.0 K: 0.0488, 0.0573 nm; 54.01 %
dR/dT at flat point: 1.090e-03 nm/(s K)
simulated dG/dT, 0.5 s pulse: -5.45e-04 nm/K
simulated dG/dT, 1.0 s pulse: 1.42e-07 nm/K
simulated dG/dT, 2.0 s pulse: 1.09e-03 nm/K
two-pulse slope: 0.02596 nm/s
two-pulse intercept: 0.07781 nm/cycle
increment ratio, decomposition: 1.0000
increment ratio, slow uptake at 1 per s: 0.3679
200 cycles at flat point: 20.77 nm with 1 s pulse, 25.96 nm with 2 s
precursor flux: 3.80e+18 1/(cm2 s); uptake 27.2 1/s
decomposition probability per impact: 1.9e-05
neglected site loss in pulse: 0.069 % of growth
unfilled sites after 0.5 s: 1.3e-06
flux T-dependence, 2 % window: 0.013 % of growth
supply: 500 sccm at 1 Torr total, 30 cm wafer
precursor used on wafer in 1 s: 1.84 % of supply
hidden share, second-order site loss: 14.29 %
hidden share, 0.05 eV energy spread: 12.94 %
hidden share, 0.10 eV energy spread: 2.16 %
```
